# Lowest-order spin-orbit torques from in-plane rotations and vertical mirrors

Let a uniformly magnetized layer lie on a heavy metal, with interface normal $\hat{\mathbf z}$, moment direction $\mathbf m$ (a unit vector) and an electric field $\mathbf E$ in the plane. Write $\mathbf u=\hat{\mathbf z}\times\mathbf E$. If the interface is unchanged by every rotation about $\hat{\mathbf z}$ and every mirror plane containing $\hat{\mathbf z}$, the torque linear in $\mathbf E$ is, through second degree in $\mathbf m$,

$$\mathbf T=a\,\mathbf m\times\mathbf u+b\,\mathbf m\times(\mathbf m\times\mathbf u)+c\,\mathbf m\times\left[m_z\mathbf E+\hat{\mathbf z}(\mathbf m\cdot\mathbf E)\right].\tag{1}$$

The first term is the field-like torque and the second is the damping-like torque. The third has the same degree as the second, and symmetry does not remove it. The familiar two-term form therefore needs a further condition, that $c$ be negligible, and this depends on the electrons and not on the symmetry.

The torque on the moment is $\mathbf T=\mathbf m\times\mathbf h$, where $\mathbf h=-\langle\partial H/\partial\mathbf m\rangle$ is an effective field measured as an energy per area. The electrons feel the magnetization through an exchange term $J\mathbf m\cdot\boldsymbol\sigma$, so each power of $\mathbf m$ comes with a power of $J$. The degree in $\mathbf m$ counts the orders of this expansion, which is assumed to exist. A torque of second degree then needs $\mathbf h$ through first degree.

Under an orthogonal operation $R$ the polar vector $\mathbf E$ becomes $R\mathbf E$. The vectors $\mathbf m$ and $\mathbf h$ are axial, like all magnetic moments and fields, and transform with $A=\det(R)\,R$. If $R$ leaves the interface unchanged, the transformed situation obeys the same law:

$$\mathbf h(A\mathbf m,R\mathbf E)=A\,\mathbf h(\mathbf m,\mathbf E).\tag{2}$$

For a rotation $A=R$. For a mirror $A=-R$, and if the mirror is vertical, $R\hat{\mathbf z}=\hat{\mathbf z}$. The rule $R(\mathbf p\times\mathbf q)=\det(R)\,R\mathbf p\times R\mathbf q$ then shows that $\mathbf u$ becomes $\hat{\mathbf z}\times R\mathbf E=-R\mathbf u=A\mathbf u$. So $\mathbf u$ behaves as an axial vector.

Take first the part of $\mathbf h$ that does not contain $\mathbf m$. Its $z$ component would be a rotation-invariant number linear in an in-plane vector, and there is none. Its in-plane part is a linear map of $\mathbf E$ that commutes with all in-plane rotations, hence a combination of $\mathbf E$ and $\mathbf u$. Under a vertical mirror $\mathbf E\to R\mathbf E=-A\mathbf E$, which violates (2), while $\mathbf u\to A\mathbf u$ satisfies it. What remains is $\mathbf h_0=a\mathbf u$.

For the part linear in $\mathbf m$, use the combinations $m_+=m_x+im_y$ and $E_+=E_x+iE_y$, which gain a factor $e^{i\varphi}$ under a rotation by $\varphi$. An in-plane field must gain the same factor. The product $m_zE_+$ does so. Its conjugate gains $e^{-i\varphi}$, while $m_+E_+$, $m_+E_+^*$ and their conjugates gain $e^{\pm2i\varphi}$ or 1, so all of these are excluded. The $z$ component of $\mathbf h$ must be invariant, which leaves the real and imaginary parts of $m_+^*E_+$. Rotations thus permit four fields, and a vertical mirror acts on them as follows:

$$\begin{aligned}
m_z\mathbf E&\to(-m_z)(R\mathbf E)=A(m_z\mathbf E), & m_z\mathbf u&\to(-m_z)(A\mathbf u)=-A(m_z\mathbf u),\\
\hat{\mathbf z}(\mathbf m\cdot\mathbf E)&\to-\hat{\mathbf z}(\mathbf m\cdot\mathbf E)=A\hat{\mathbf z}(\mathbf m\cdot\mathbf E), & \hat{\mathbf z}(\mathbf m\cdot\mathbf u)&\to\hat{\mathbf z}(\mathbf m\cdot\mathbf u)=-A\hat{\mathbf z}(\mathbf m\cdot\mathbf u).
\end{aligned}$$

The left-hand pair obeys (2) and the right-hand pair does not. Therefore

$$\mathbf h_1=p\,m_z\mathbf E+q\,\hat{\mathbf z}(\mathbf m\cdot\mathbf E).\tag{3}$$

Both constants matter for the torque. With $\mathbf E$ along $x$, $\mathbf h_1$ has no $y$ component, so it can be parallel to every $\mathbf m$ with $m_y\neq0$ only if $p=q=0$. To recognize the damping-like torque, expand the double product,

$$\mathbf m\times\mathbf u=\mathbf m\times(\hat{\mathbf z}\times\mathbf E)=\hat{\mathbf z}(\mathbf m\cdot\mathbf E)-m_z\mathbf E .\tag{4}$$

Setting $\mathbf h_1=b\,\mathbf m\times\mathbf u+c[m_z\mathbf E+\hat{\mathbf z}(\mathbf m\cdot\mathbf E)]$ and comparing with (3) gives $p=c-b$ and $q=c+b$, so

$$b=\tfrac12(q-p),\qquad c=\tfrac12(q+p),$$

which is (1).

The same argument shows what each assumption does. Without mirrors there are two torques linear in $\mathbf m$ and four quadratic ones. With mirrors but only a threefold axis, $\varphi=120^\circ$ and $e^{-2i\varphi}=e^{i\varphi}$, so an in-plane field $h_+\propto(m_+E_+)^*$ becomes possible; with the $x$ axis chosen in a mirror plane, the mirrors make its coefficient real, and one further quadratic torque appears. With inversion, $R=-1$ and $A=1$, so (2) reads $\mathbf h(\mathbf m,-\mathbf E)=\mathbf h(\mathbf m,\mathbf E)$, and every term linear in $\mathbf E$ vanishes. The torques in (1) also require the two sides of the interface to differ: a horizontal mirror reverses the in-plane parts of $\mathbf m$ and $\mathbf h$ but leaves $\mathbf E$ unchanged, which forbids all three. The extra threefold torque is compatible with such a mirror and can exist even when the two sides are equal.

The division into $b$ and $c$ has a physical meaning. When the moment turns by $d\mathbf m$, the effective field does work $\mathbf h\cdot d\mathbf m$. The $a$ and $c$ fields are gradients with respect to $\mathbf m$ of $a\,\mathbf m\cdot\mathbf u$ and $c\,m_z(\mathbf m\cdot\mathbf E)$, so their work around a closed loop is zero. The $a$ term acts as an applied magnetic field along $\mathbf u$, and the $c$ term as a magnetic anisotropy proportional to the current. For the $b$ field,

$$\nabla_{\mathbf m}\times(\mathbf m\times\mathbf u)=(\mathbf u\cdot\nabla_{\mathbf m})\mathbf m-\mathbf u\,(\nabla_{\mathbf m}\cdot\mathbf m)=\mathbf u-3\mathbf u=-2\mathbf u .$$

Let $\mathbf m$ run once, right-handed, around a circle on which it keeps the angle $\theta$ to a fixed unit vector $\mathbf n$. The vector area of the enclosed cap is $\pi\sin^2\theta\,\mathbf n$, and Stokes' theorem gives

$$W=-2\pi b\sin^2\theta\;\mathbf n\cdot\mathbf u .\tag{5}$$

The damping-like torque can thus feed energy into a precessing moment or drain it, depending on the sense of the current. Loop work alone would not fix the split, since adding some $c$ torque to the $b$ torque leaves $W$ unchanged. The two chosen torques are also orthogonal on average. As $\mathbf m\times(\mathbf m\times\mathbf u)=\mathbf m(\mathbf m\cdot\mathbf u)-\mathbf u$ and the $c$ torque is perpendicular to $\mathbf m$, the scalar product of the two, for unit coefficients, is

$$(\mathbf m\times\mathbf u)\cdot[m_z\mathbf E+\hat{\mathbf z}(\mathbf m\cdot\mathbf E)]=(\mathbf m\cdot\mathbf E)^2-m_z^2E^2 ,$$

and its average over all directions is $E^2/3-E^2/3=0$.

The name "damping-like" comes from the motion. For an electronic moment of size $\mu_s$ the angular momentum is opposite to the moment, so $\dot{\mathbf m}=-(\gamma/\mu_s)\mathbf T$ with $\gamma>0$, where $\mathbf T$ is now taken per moment. The $b$ term gives $\dot{\mathbf m}=(\gamma b/\mu_s)[\mathbf u-\mathbf m(\mathbf m\cdot\mathbf u)]$. It turns $\mathbf m$ towards $\mathbf u$ if $b>0$ and towards $-\mathbf u$ if $b<0$, as relaxation in a field would.

Two orientations separate the quadratic coefficients. For $\mathbf m=\hat{\mathbf z}$ the quadratic torque is $(c-b)\mathbf u$; for $\mathbf m$ along $\mathbf E$ it is $-(b+c)\mathbf u$. A measurement at only one of these two orientations cannot tell $b$ from $c$.

Whether $c$ is small must be asked of a model. Take a two-dimensional electron gas with Rashba coupling, in atomic units,

$$H=\tfrac12k^2+\boldsymbol\Omega\cdot\boldsymbol\sigma,\qquad \boldsymbol\Omega=\alpha\,\mathbf k\times\hat{\mathbf z}+J\mathbf m,\qquad \alpha>0 .$$

The electrons feel the force $\mathbf F=-\mathbf E$ and relax at a constant rate $\eta$ to the equilibrium density matrix at each $\mathbf k$. Write the density matrix as $\tfrac12(n+\mathbf s\cdot\boldsymbol\sigma)$, so that $\mathbf s=\langle\boldsymbol\sigma\rangle$ at given $\mathbf k$. In equilibrium

$$\mathbf s_0=g\,\boldsymbol\Omega/\Omega,\qquad g=f(\varepsilon+\Omega)-f(\varepsilon-\Omega)\le0,\qquad \varepsilon=\tfrac12k^2,$$

with $f$ the Fermi function. The commutator with $H$ makes the spin precess about $2\boldsymbol\Omega$. In the steady state, to first order in $\mathbf E$,

$$\mathbf D\equiv\mathbf F\cdot\nabla_{\mathbf k}\,\mathbf s_0=2\boldsymbol\Omega\times\delta\mathbf s-\eta\,\delta\mathbf s .$$

Put $\mathbf W=2\boldsymbol\Omega$. The scalar product with $\mathbf W$ gives $\mathbf W\cdot\delta\mathbf s=-\mathbf W\cdot\mathbf D/\eta$. The vector product gives $\mathbf W\times\mathbf D=\mathbf W(\mathbf W\cdot\delta\mathbf s)-W^2\delta\mathbf s-\eta\mathbf W\times\delta\mathbf s$, where $\mathbf W\times\delta\mathbf s=\mathbf D+\eta\,\delta\mathbf s$. Hence

$$\delta\mathbf s=-\frac{\eta^2\mathbf D+\mathbf W(\mathbf W\cdot\mathbf D)+\eta\,\mathbf W\times\mathbf D}{\eta(\eta^2+W^2)} .\tag{6}$$

The effective field is $\mathbf h=-J\mathbf S$ with $\mathbf S=\int d^2k\,\delta\mathbf s/(2\pi)^2$. If $\mathbf k$ and $\mathbf m$ are both reversed, $\boldsymbol\Omega$ and $\mathbf s_0$ change sign and $\mathbf D$ does not. After integration over $\mathbf k$, the first two terms of (6) are therefore even in $\mathbf m$ and the last is odd.

At $J=0$ set $\mathbf w=\hat{\mathbf k}\times\hat{\mathbf z}$, so $\boldsymbol\Omega=\alpha k\mathbf w$, and let $\mathbf F_t$ be the part of $\mathbf F$ perpendicular to $\mathbf k$. Then

$$\mathbf D=(\mathbf F\cdot\hat{\mathbf k})\frac{dg}{dk}\,\mathbf w+\frac gk\,\mathbf F_t\times\hat{\mathbf z} .$$

The first part is along $\boldsymbol\Omega$ and contributes $-\mathbf D/\eta$. The second is perpendicular and contributes $-\eta\mathbf D/(\eta^2+4\alpha^2k^2)$, apart from the last term of (6), which is odd in $\mathbf m$ after integration and so vanishes at $J=0$. Averaged over the angle of $\mathbf k$, both $(\mathbf F\cdot\hat{\mathbf k})\mathbf w$ and $\mathbf F_t\times\hat{\mathbf z}$ give $\tfrac12\mathbf F\times\hat{\mathbf z}=\tfrac12\mathbf u$. Integrating $k\,dg/dk$ by parts, with no boundary term, gives $\mathbf S_0=K\mathbf u$ and

$$K=\frac1{4\pi\eta}\int_0^\infty dk\;g\,\frac{4\alpha^2k^2}{\eta^2+4\alpha^2k^2},\qquad a=-JK .\tag{7}$$

This is the current-induced spin polarization acting back through exchange.

The odd part needs $\boldsymbol\Omega\times\mathbf D$. Since $\mathbf s_0=(g/\Omega)\boldsymbol\Omega$, the derivative of the prefactor is parallel to $\boldsymbol\Omega$ and drops out, and $\mathbf F\cdot\nabla_{\mathbf k}\boldsymbol\Omega=\alpha\mathbf F\times\hat{\mathbf z}=\alpha\mathbf u$. Thus

$$\mathbf h_{\rm odd}=\alpha J\int\frac{d^2k}{(2\pi)^2}\,Q\,\boldsymbol\Omega\times\mathbf u,\qquad Q=\frac{2g}{\Omega(\eta^2+4\Omega^2)} .$$

To first order in $J$ inside the integral, $\boldsymbol\Omega$ changes by $J\mathbf m$ and its length by $J\,\mathbf w\cdot\mathbf m$. The angular average of $\mathbf w(\mathbf w\cdot\mathbf m)$ is $\tfrac12\mathbf m_\parallel$, with $\mathbf m_\parallel$ the in-plane part of $\mathbf m$. With $\Omega=\alpha k$ after differentiation,

$$\mathbf h_1=\alpha J^2\left[A_1\,\mathbf m\times\mathbf u+A_2\,\mathbf m_\parallel\times\mathbf u\right],\qquad A_1=\int_0^\infty\frac{k\,dk}{2\pi}\,Q,\qquad A_2=\int_0^\infty\frac{k\,dk}{2\pi}\,\frac\Omega2\frac{\partial Q}{\partial\Omega} .$$

Here $\mathbf m_\parallel\times\mathbf u=\hat{\mathbf z}(\mathbf m\cdot\mathbf E)$, which by (4) is half the sum of the $b$ and $c$ fields. Therefore

$$b=\alpha J^2\left(A_1+\tfrac12A_2\right),\qquad c=\tfrac12\alpha J^2A_2 .\tag{8}$$

The extra torque arises because the exchange field changes the length of $\boldsymbol\Omega$ as well as its direction.

For weak spin-orbit coupling, $\alpha k_F\ll\mu$, with $\mu$ the chemical potential and $k_F$ the Fermi wave number at $\alpha=0$, one may use $g\simeq2\Omega f'(\varepsilon)$ under the integral over $k$: the next term of the expansion in $\Omega$ is $\Omega^3f'''(\varepsilon)/3$, and two integrations by parts show that its contribution is smaller by a factor of order $(\alpha k_F/\mu)^2$. Then $Q\simeq4f'/(\eta^2+4\Omega^2)$ and $\tfrac12\Omega\,\partial Q/\partial\Omega=-4\Omega^2Q/(\eta^2+4\Omega^2)$. At low temperature $f'$ selects the Fermi energy, so $A_2\simeq-xA_1$ and

$$\frac cb\simeq-\frac{x}{2-x},\qquad x=\frac{4\alpha^2k_F^2}{\eta^2+4\alpha^2k_F^2} .\tag{9}$$

If relaxation is fast compared with precession, $x\to0$ and the usual two-term torque is recovered. If it is slow, $x\to1$ and $c=-b$; like all results of the expansion in $J$, this slow limit requires $J\ll\alpha k_F$.

In the slow limit this ratio does not need weak coupling. For $\eta\to0$, $Q=g/(2\Omega^3)$ and

$$A_1+A_2=\int_0^\infty\frac{k\,dk}{2\pi}\left[-\frac{g}{4\Omega^3}+\frac1{4\Omega^2}\frac{\partial g}{\partial\Omega}\right].$$

At zero temperature with $\mu>0$, both bands are occupied up to $k_{1,2}=k_0\mp\alpha$, where $k_0=\sqrt{2\mu+\alpha^2}$. Between them $g=-1$, and the first term gives $(1/k_1-1/k_2)/(8\pi\alpha^3)=1/(4\pi\alpha^2k_1k_2)$. The second has a delta function at each Fermi edge, where both bands have slope $k_0$, and gives $-(1/k_1+1/k_2)/(8\pi\alpha^2k_0)=-1/(4\pi\alpha^2k_1k_2)$. The sum is zero, so $A_2=-A_1$ and $c/b=-1$. In this limit $q=b+c=0$, and the quadratic torque vanishes for $\mathbf m$ along $\mathbf E$.

For numbers, take the free-electron mass, $\alpha=0.5$ eV Å, $J=0.05$ eV, $\mu=1$ eV, $\eta=0.1$ eV and a thermal energy of 0.025 eV. The kinetic energy is then $3.81\,k^2$ in eV with $k$ in Å$^{-1}$, and (7) and (8) keep their form. The integrals are $K=-0.1006$ eV$^{-1}$ Å$^{-1}$, $A_1=-0.3070$ and $A_2=0.2957$, both in eV$^{-3}$ Å$^{-2}$. With $\alpha J^2=0.00125$ eV$^3$ Å,

$$\begin{aligned}
a&=0.05\times0.1006=5.03\times10^{-3}\ e/\text{Å},\\
b&=0.00125\,(-0.3070+0.1478)=-1.99\times10^{-4}\ e/\text{Å},\\
c&=0.00125\times0.1478=1.85\times10^{-4}\ e/\text{Å}.
\end{aligned}$$

A field of $10^{-5}$ V/Å along $x$ and a cell of 10 Å$^2$ multiply these by $10^{-4}$ V Å, giving energies of $503$, $-19.9$ and $18.5$ in units of $10^{-9}$ eV. If each cell carries one Bohr magneton, they correspond to 8.7, $-0.34$ and 0.32 mT.

Tilt $\mathbf m$ by $30^\circ$ from $z$ towards $x$, so $m_x=0.5$ and $m_z=0.866$. In the same energy unit, the field-like torque is $503\,(-m_z,0,m_x)=(-436,0,251)$. The damping-like torque is $-b$ along $y$, or 19.9, and the third torque is $c\,(m_z^2-m_x^2)=18.5\times0.5=9.2$ along $y$. A two-term reading of this one orientation would assign the whole 29.1 to damping and overstate $|b|$ by 46 percent. For $\mathbf m$ along $z$ the quadratic torque would be $c-b=38.4$, and for $\mathbf m$ along $\mathbf E$ only $-(b+c)=1.4$.

The same model solved without expansion in $J$ gives $(-448,28.8,259)$. The sum of the three torques differs from it by 2.8 percent of its magnitude. By the parity noted after (6), corrections to each part start at relative order $J^2$. The natural scale is $(J/\alpha k_F)^2$, which is 0.04 here with $k_F=\sqrt{1/3.81}=0.512$ Å$^{-1}$. At $J=0.002$ eV, for another direction of $\mathbf m$ and for $\eta=0.1$ and 1 eV, the even and odd parts of $\mathbf h$ each differ from the expansion by at most $7\times10^{-5}$ of their own size. When $J$ is comparable to $\alpha k_F$ and relaxation is slow, higher powers of $\mathbf m$ can no longer be dropped and (1) is not sufficient. When $J\gg\alpha k_F$ one can expand in $\alpha$ instead. At $\alpha=0$ the model is unchanged by a joint rotation of the spins and $\mathbf m$, so to first order in $\alpha$ the field can only be built from $\mathbf u$, $\mathbf m\times\mathbf u$ and $\mathbf m(\mathbf m\cdot\mathbf u)$. The last exerts no torque, so the two-term form returns and $c$ is small even for slow relaxation.

The computed ratio $c/b$ is $-1.00$, $-0.93$, $-0.35$ and $-0.033$ for $\eta=0.002$, 0.1, 0.5 and 2 eV. Equation (9), with $2\alpha k_F=0.512$ eV, gives $-1.00$, $-0.93$, $-0.34$ and $-0.032$. At $\eta=2$ eV the level width exceeds the Fermi energy, so the last value only illustrates the limit of the formula. All these values belong to this model, which leaves out the spin Hall current from the bulk of the heavy metal, vertex corrections from scattering and real band structure. The vertex corrections can be decisive. The constant rate $\eta$ relaxes the spin directly, whereas spin-independent scatterers conserve it in each collision. If such scatterers are weak and short-ranged and both bands are occupied, the vertex corrections cancel $b$ and $c$ almost completely in this electron gas and, for slow relaxation, roughly double $a$. The values of $b$ and $c$ found here therefore show that symmetry does not make $c$ small; they are not predictions for a real Rashba interface. What carries over to any interface with the stated symmetry is the form (1), as long as higher powers of $\mathbf m$ are small; its three coefficients must be calculated or measured. In metallic ferromagnets the exchange is usually not small compared with the spin-orbit splitting, so the expansion in $J$ and the ratio (9) do not apply. There $c$ and the higher powers of $\mathbf m$ are small only if the spin-orbit splitting is weak compared with the exchange, and this must be checked. The numerical output below lists the values used here.

## Numbers as computed

```
Number of allowed torques (linear in m, quadratic in m):
  rotations only: 2, 4
  rotations + vertical mirrors: 1, 2
  threefold axis + mirrors: 1, 3
  rotations + mirrors + inversion: 0, 0
Loop: axis (1,2,2)/3, opening angle 50 deg, unit E along x
Loop work for unit a, b, c (dimensionless): 0.0000, -2.4581, 0.0000
Sphere averages: b.b 0.6667, c.c 0.4000, b.c 0.0000
Small-J test, J = 0.002 eV: largest relative error 6.9e-05
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
alpha = 0.5 eV angstrom, J = 0.05 eV, mu = 1.0 eV
eta = 0.1 eV, kT = 0.025 eV
E = 1e-05 V/angstrom along x, cell area = 10.0 angstrom^2
tilt of m from z towards x = 30 deg
K  = -0.10060 1/(eV angstrom)
A1 = -0.30698 1/(eV^3 angstrom^2)
A2 = 0.29569 1/(eV^3 angstrom^2)
a = 5.0298e-03 e/angstrom
b = -1.9892e-04 e/angstrom
c = 1.8480e-04 e/angstrom
a |E| area = 5.030e-07 eV, as a field on one Bohr magneton 8.689 mT
b |E| area = -1.989e-08 eV, as a field on one Bohr magneton -0.344 mT
c |E| area = 1.848e-08 eV, as a field on one Bohr magneton 0.319 mT
field-like torque (x, y, z) = -435.592, 0.000, 251.489 in 1e-9 eV per cell
damping-like torque (x, y, z) = 0.000, 19.892, 0.000 in 1e-9 eV per cell
anisotropy torque (x, y, z) = 0.000, 9.240, 0.000 in 1e-9 eV per cell
sum of the three (x, y, z) = -435.592, 29.132, 251.489 in 1e-9 eV per cell
full calculation (x, y, z) = -448.150, 28.822, 258.739 in 1e-9 eV per cell
relative difference, sum against full: 2.80 %
eta = 0.002 eV: c/b = -1.0000
eta = 0.1 eV: c/b = -0.9290
eta = 0.5 eV: c/b = -0.3485
eta = 2.0 eV: c/b = -0.0330
```
